# Linear density mixing in a jellium slab and the Kerker preconditioner: test program

```python
"""Linear density mixing in a jellium slab and the Kerker filter.

Result under test: mixing n_new = n + a*(F[n] - n) is stable for
0 < a < 2/lambda_max, with lambda_max close to 1 + (k_TF*L/pi)^2, so the
largest stable step falls as L^-2.  The filter q^2/(q^2 + k0^2) applied to
the residual F[n] - n makes the stable step independent of L.

Symbols: n density, L background length, B distance between hard walls,
F map from input to output density, k_F Fermi wave number, k_TF
Thomas-Fermi wave number, q = m*pi/B wave number of the cosine mode m.
Model: Hartree only, zero temperature, free motion in the slab plane.
Densities and potentials are stored as cosine coefficients, m >= 1.
"""
import numpy as np
from scipy.constants import hbar, m_e, e, epsilon_0, pi

DENSITY = 2.5e28
K_F = (3 * pi**2 * DENSITY) ** (1 / 3)
E_F = (hbar * K_F) ** 2 / (2 * m_e)
DOS = m_e * K_F / (pi**2 * hbar**2)
K_TF = np.sqrt(e**2 * DOS / epsilon_0)
DOS_2D = m_e / (pi * hbar**2)
WALL_GAP = 3 * pi / (8 * K_F)


class Slab:
    def __init__(self, length, cutoff=3.5):
        self.length = length
        self.box = length + 2 * WALL_GAP
        self.size = int(np.ceil(cutoff * K_F * self.box / pi))
        j = np.arange(1, self.size + 1)
        self.kinetic = (hbar * pi * j / self.box) ** 2 / (2 * m_e)
        self.diff = np.abs(j[:, None] - j[None, :])
        self.total = j[:, None] + j[None, :]
        m = np.arange(1, 2 * self.size + 1)
        self.q = m * pi / self.box
        self.coulomb = e**2 / (epsilon_0 * self.q**2)
        self.background = 2 * DENSITY / (m * pi) * (
            np.sin(self.q * (WALL_GAP + length)) - np.sin(self.q * WALL_GAP))

    def respond(self, potential):
        """Fill the subbands in a given potential; return density and levels."""
        v = np.concatenate(([0.0], potential))
        h = np.diag(self.kinetic) + 0.5 * (v[self.diff] - v[self.total])
        levels, states = np.linalg.eigh(h)
        sheet = DENSITY * self.length
        trial_mu = (sheet / DOS_2D + np.cumsum(levels)) / np.arange(
            1, self.size + 1)
        filled = int(np.argmax(trial_mu[:-1] <= levels[1:])) + 1
        mu = trial_mu[filled - 1]
        occ = DOS_2D * (mu - levels[:filled])
        c = states[:, :filled]
        rho = ((c * occ) @ c.T).ravel()
        count = 2 * self.size + 1
        n = (np.bincount(self.diff.ravel(), rho, count)
             - np.bincount(self.total.ravel(), rho, count)) / self.box
        return n[1:], mu, filled, levels

    def output_density(self, n):
        return self.respond(self.coulomb * (n - self.background))[0]

    def kerker(self, k0):
        return self.q**2 / (self.q**2 + k0**2)


def iterate(slab, step, k0, tolerance, max_steps=20000):
    """Mix from the background density; k0 = 0 means no filter."""
    n = slab.background.copy()
    weight = step * slab.kerker(k0)
    first = None
    for count in range(max_steps):
        residual = slab.output_density(n) - n
        size = np.linalg.norm(residual)
        first = size if first is None else first
        if size < tolerance * first:
            return n, count
        n = n + weight * residual
    raise AssertionError("mixing did not converge")


def symmetric_error_matrix(slab, n):
    """1 - dF/dn by central differences, scaled by sqrt(coulomb)."""
    size = len(n)
    jac = np.empty((size, size))
    for m in range(size):
        h = 1e-5 * E_F / slab.coulomb[m]
        shift = np.zeros(size)
        shift[m] = h
        jac[:, m] = (slab.output_density(n + shift)
                     - slab.output_density(n - shift)) / (2 * h)
    root = np.sqrt(slab.coulomb)
    s = root[:, None] * (np.eye(size) - jac) / root[None, :]
    # a symmetric matrix means real eigenvalues of the error matrix
    assert np.max(np.abs(s - s.T)) < 1e-5 * np.max(np.abs(s))
    return 0.5 * (s + s.T)


def filtered_range(slab, s, k0):
    root = np.sqrt(slab.kerker(k0))
    values = np.linalg.eigvalsh(root[:, None] * s * root[None, :])
    return values[0], values[-1]


def thomas_fermi_lambda(length):
    return 1 + (K_TF * length / pi) ** 2


# Density of states from the derivative of the free-electron density.
def free_density(energy):
    return (2 * m_e * energy) ** 1.5 / (3 * pi**2 * hbar**3)


dos_numeric = (free_density(1.0001 * E_F)
               - free_density(0.9999 * E_F)) / (0.0002 * E_F)
assert abs(dos_numeric / DOS - 1) < 1e-6

# Local response with the Coulomb kernel of charged sheets, no cosine modes.
length_test = 4e-9
points = 400
dz = length_test / points
z = (np.arange(points) + 0.5) * dz
sheet_kernel = -e**2 / (2 * epsilon_0) * np.abs(z[:, None] - z) * dz
neutral = np.eye(points) - 1 / points
sheet_values = 1 + np.linalg.eigvalsh(DOS * neutral @ sheet_kernel @ neutral)
sheet_lambda = sheet_values[-1]
assert abs(sheet_lambda / thomas_fermi_lambda(length_test) - 1) < 1e-4
assert abs(sheet_values[-2]
           / thomas_fermi_lambda(length_test / 2) - 1) < 1e-3

# Quantum response of a flat box to its lowest cosine potential.
flat = Slab(length_test)
kick = np.zeros(2 * flat.size)
kick[0] = 1e-5 * E_F
chi_numeric = -(flat.respond(kick)[0][0]
                - flat.respond(-kick)[0][0]) / (2 * kick[0])
_, mu, filled, levels = flat.respond(0 * kick)
part = (mu - levels[filled - 1]) / (levels[filled] - levels[filled - 1])
chi_formula = DOS_2D * (filled - 1 + part) / flat.box
assert abs(chi_numeric / chi_formula - 1) < 1e-5

# Spectra of the self-consistent quantum slabs.
lengths = np.array([2e-9, 4e-9, 8e-9, 16e-9])
slabs, solutions, matrices, rows = [], [], [], []
for length in lengths:
    slab = Slab(length)
    solution, _ = iterate(slab, 1.0, K_TF, 1e-10, 500)
    matrix = symmetric_error_matrix(slab, solution)
    values = np.linalg.eigvalsh(matrix)
    assert values[0] > 1 - 1e-4
    low, high = filtered_range(slab, matrix, K_TF)
    _, count = iterate(slab, 1.0, K_TF, 1e-4, 500)
    rows.append((values[-1], low, high, count))
    slabs.append(slab)
    solutions.append(solution)
    matrices.append(matrix)
lam, low, high, kerker_counts = np.array(rows).T
limits = 2 / lam
tf_lam = thomas_fermi_lambda(lengths)
exponents = np.diff(np.log(limits)) / np.diff(np.log(lengths))
# finite-size corrections are of relative order 1/(k_F*L)
assert np.all(np.abs(lam / tf_lam - 1) < 2 * pi / (K_F * lengths))
assert abs(exponents[-1] + 2) < 0.05
# the filtered spectrum does not depend on L and allows a full step
assert np.all(high < 2) and np.all(low > 0)
assert np.ptp(high) < 0.15 * high.mean()
assert np.ptp(low) < 0.15 * low.mean()
assert kerker_counts.max() <= 2 * kerker_counts.min()

# Larger basis for the shortest slab.
big = Slab(lengths[0], cutoff=5.0)
big_solution, _ = iterate(big, 1.0, K_TF, 1e-10, 500)
big_matrix = symmetric_error_matrix(big, big_solution)
big_lambda = np.linalg.eigvalsh(big_matrix)[-1]
big_low = filtered_range(big, big_matrix, K_TF)[0]
assert abs(big_lambda / lam[0] - 1) < 1e-3
assert abs(big_low / low[0] - 1) < 0.02

# Nonlinear iteration just below and just above the predicted limit.
slab, solution = slabs[1], solutions[1]
vector = np.linalg.eigh(matrices[1])[1][:, -1] / np.sqrt(slab.coulomb)
vector *= 1e-5 * E_F / np.linalg.norm(slab.coulomb * vector)
mix_steps = 40
growth = []
for fraction in (0.95, 1.05):
    n = solution + vector
    for _ in range(mix_steps):
        n = n + fraction * limits[1] * (slab.output_density(n) - n)
    ratio = np.linalg.norm(n - solution) / np.linalg.norm(vector)
    predicted = abs(1 - 2 * fraction) ** mix_steps
    assert abs(ratio / predicted - 1) < 0.05
    growth.append((fraction, ratio, predicted))

# Iterations of plain mixing at 90% of the limit.
plain_counts = [iterate(slabs[i], 0.9 * limits[i], 0.0, 1e-4)[1]
                for i in (0, 1)]
count_ratio = plain_counts[1] / plain_counts[0]
assert 3 < count_ratio < 5

# Filter wave number too small or too large, longest slab.
small_k0 = filtered_range(slabs[-1], matrices[-1], 0.5 * K_TF)
large_k0 = filtered_range(slabs[-1], matrices[-1], 2.0 * K_TF)
assert abs(small_k0[1] / 4 - 1) < 0.1
assert large_k0[0] < 0.3 and large_k0[1] < 2

print(f"density n = {DENSITY:.2e} m^-3")
print(f"Fermi wave number k_F = {K_F:.4e} m^-1")
print(f"Fermi energy E_F = {E_F:.4e} J = {E_F / e:.3f} eV")
print(f"density of states D = {DOS:.4e} J^-1 m^-3")
print(f"Thomas-Fermi k_TF = {K_TF:.4e} m^-1")
print(f"screening length 1/k_TF = {1e9 / K_TF:.4f} nm")
print(f"wall gap beyond background = {1e9 * WALL_GAP:.4f} nm")
print(f"sheet-kernel lambda_max, L = 4 nm: {sheet_lambda:.3f}")
print(f"flat box, L = 4 nm: filled subbands N = {filled}")
print(f"flat box, L = 4 nm: fraction w = {part:.4f}")
print(f"flat box, L = 4 nm: -chi0/D = {chi_numeric / DOS:.4f}")
for i, length in enumerate(lengths):
    print(f"L = {1e9 * length:.0f} nm:")
    print(f"  lambda_max local = {tf_lam[i]:.2f}, quantum = {lam[i]:.2f}")
    print(f"  step limit local = {2 / tf_lam[i]:.3e},"
          f" quantum = {limits[i]:.3e}")
    print(f"  Kerker spectrum {low[i]:.3f} to {high[i]:.3f},"
          f" iterations {int(kerker_counts[i])}")
for i, value in enumerate(exponents):
    print(f"exponent {1e9 * lengths[i]:.0f} to {1e9 * lengths[i + 1]:.0f}"
          f" nm = {value:.3f}")
for fraction, ratio, predicted in growth:
    print(f"L = 4 nm, step {fraction:.2f} of limit, {mix_steps} steps:")
    print(f"  error ratio = {ratio:.4g}, predicted = {predicted:.4g}")
print(f"plain iterations, 0.9 of limit, L = 2 nm: {plain_counts[0]}")
print(f"plain iterations, 0.9 of limit, L = 4 nm: {plain_counts[1]}")
print(f"ratio of plain iteration counts = {count_ratio:.2f}")
print("residual reduction for all iteration counts = 1e-4")
print("Kerker step for all iteration counts = 1.0")
print(f"L = 16 nm, k0 = k_TF/2: {small_k0[0]:.3f} to {small_k0[1]:.3f}")
print(f"L = 16 nm, k0 = 2 k_TF: {large_k0[0]:.3f} to {large_k0[1]:.3f}")
print("OK")
```

Printed output:

```
density n = 2.50e+28 m^-3
Fermi wave number k_F = 9.0459e+09 m^-1
Fermi energy E_F = 4.9951e-19 J = 3.118 eV
density of states D = 7.5074e+46 J^-1 m^-3
Thomas-Fermi k_TF = 1.4753e+10 m^-1
screening length 1/k_TF = 0.0678 nm
wall gap beyond background = 0.1302 nm
sheet-kernel lambda_max, L = 4 nm: 353.846
flat box, L = 4 nm: filled subbands N = 12
flat box, L = 4 nm: fraction w = 0.2586
flat box, L = 4 nm: -chi0/D = 0.9177
L = 2 nm:
  lambda_max local = 89.21, quantum = 96.71
  step limit local = 2.242e-02, quantum = 2.068e-02
  Kerker spectrum 0.301 to 1.014, iterations 20
L = 4 nm:
  lambda_max local = 353.84, quantum = 369.60
  step limit local = 5.652e-03, quantum = 5.411e-03
  Kerker spectrum 0.301 to 1.019, iterations 21
L = 8 nm:
  lambda_max local = 1412.38, quantum = 1444.38
  step limit local = 1.416e-03, quantum = 1.385e-03
  Kerker spectrum 0.301 to 1.019, iterations 21
L = 16 nm:
  lambda_max local = 5646.51, quantum = 5710.83
  step limit local = 3.542e-04, quantum = 3.502e-04
  Kerker spectrum 0.301 to 1.019, iterations 22
exponent 2 to 4 nm = -1.934
exponent 4 to 8 nm = -1.966
exponent 8 to 16 nm = -1.983
L = 4 nm, step 0.95 of limit, 40 steps:
  error ratio = 0.01478, predicted = 0.01478
L = 4 nm, step 1.05 of limit, 40 steps:
  error ratio = 45.26, predicted = 45.26
plain iterations, 0.9 of limit, L = 2 nm: 481
plain iterations, 0.9 of limit, L = 4 nm: 1847
ratio of plain iteration counts = 3.84
residual reduction for all iteration counts = 1e-4
Kerker step for all iteration counts = 1.0
L = 16 nm, k0 = k_TF/2: 0.700 to 3.992
L = 16 nm, k0 = 2 k_TF: 0.088 to 0.822
OK
```
